# Why a Molecule on a Frozen Slab Keeps All Its Vibrations: test program

```python
"""
Result under test: a nonlinear molecule at a minimum above a FROZEN slab has
3N genuine vibrations. Projecting out six rigid-body motions deletes frustrated
translations and rotations and gives a wrong adsorption free energy.

Symbols: V_int = internal energy of the molecule, U_ext = field of the slab,
H = Cartesian Hessian, D = mass-weighted Hessian, T = orthonormal rigid motions,
K = adsorption volume per site, defined by coverage/(1-coverage) = density*K.
Internal units: angstrom, eV, atomic mass unit. Atom order: O, H, H.
The surface is a round-parameter model, not a fit to a particular oxide.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation
from scipy.special import i0e, logsumexp

# ---------- constants and model parameters ----------
KB = const.k / const.e
AMU = const.atomic_mass
HBAR2_PER_U = const.hbar**2 / (AMU * const.e * 1e-20)   # eV angstrom^2
HW = np.sqrt(HBAR2_PER_U)                               # eV per sqrt(eigenvalue)
CM = HW * const.e / (const.h * const.c * 100)           # cm^-1 per sqrt(eigenvalue)
TORR = const.torr

mass = np.array([15.999, 1.008, 1.008])
mass9 = np.repeat(mass, 3)
bond, angle = 0.96, np.deg2rad(104.5)
k_bond, k_angle = 50.0, 4.2
well, steep, height = 1.0, 1.5, 2.0
cell = 5.0
wave = 2 * np.pi / cell
corr_x, corr_y, corr_h = 0.5, 0.5, 0.3
repulsion, decay = 0.15, 2.0
temperature, pressure_torr = 450.0, 0.1
slab_mass, slab_spring = 27.0, 10.0
dipole_debye = 1.9

# ---------- exact derivatives of both energies ----------
q = sp.symbols('q0:9', real=True)
oxygen, hyd1, hyd2 = (sp.Matrix(q[3*i:3*i+3]) for i in range(3))
arm1, arm2 = hyd1 - oxygen, hyd2 - oxygen
len1, len2 = sp.sqrt(arm1.dot(arm1)), sp.sqrt(arm2.dot(arm2))
bend = sp.acos(arm1.dot(arm2) / (len1 * len2))
v_int = (k_bond * ((len1 - bond)**2 + (len2 - bond)**2)
         + k_angle * (bend - angle)**2) / 2
u_ext = well * ((1 - sp.exp(-steep * (q[2] - height)))**2 - 1)
u_ext += corr_x / 2 * (1 - sp.cos(wave * q[0]))
u_ext += corr_y / 2 * (1 - sp.cos(wave * q[1]))
for hyd in (hyd1, hyd2):
    u_ext += repulsion * sp.exp(-decay * (hyd[2] - height))
    u_ext += corr_h / 2 * (1 - sp.cos(wave * hyd[1]))


def derivative_function(expr):
    grad = [sp.diff(expr, s) for s in q]
    flat = [expr] + grad + [sp.diff(g, s) for g in grad for s in q]
    func = sp.lambdify(q, flat, 'numpy', cse=True)

    def evaluate(x):
        out = np.array(func(*x), dtype=float)
        return out[0], out[1:10], out[10:].reshape(9, 9)
    return evaluate


internal = derivative_function(v_int)
external = derivative_function(u_ext)


def total(x, stiffness=1.0):
    a, b = internal(x), external(x)
    return tuple(stiffness * a[i] + b[i] for i in range(3))


half_w, half_h = bond * np.sin(angle / 2), bond * np.cos(angle / 2)
gas = np.array([0, 0, height, half_w, 0, height + half_h,
                -half_w, 0, height + half_h])


def relax(stiffness=1.0):
    x = gas.copy()
    for _ in range(40):
        _, grad, hess = total(x, stiffness)
        x = x - np.linalg.solve(hess, grad)
    assert np.max(np.abs(total(x, stiffness)[1])) < 1e-8
    return x


def weighted(hess):
    return hess / np.sqrt(np.outer(mass9, mass9))


def centred(x):
    r = x.reshape(3, 3)
    return r - mass @ r / mass.sum()


def rigid_vectors(x):
    r = centred(x)
    shifts = [np.tile(e, 3) for e in np.eye(3)]
    turns = [np.cross(e, r).ravel() for e in np.eye(3)]
    return np.array(shifts + turns).T


def rigid_basis(x):
    return np.linalg.qr(np.sqrt(mass9)[:, None] * rigid_vectors(x))[0]


# ---------- gas phase: six zeros really exist ----------
d_gas = weighted(internal(gas)[2])
lam_gas = np.linalg.eigvalsh(d_gas)
assert np.max(np.abs(lam_gas[:6])) < 1e-9 and lam_gas[6] > 1
assert np.max(np.abs(d_gas @ rigid_basis(gas))) < 1e-9

# ---------- adsorbed molecule: no zeros ----------
ads = relax()
e_ads, _, hess_ads = total(ads)
d_ads = weighted(hess_ads)
lam, modes = np.linalg.eigh(d_ads)
assert lam[0] > 1e-3
T = rigid_basis(ads)
rigid_share = np.sum((T.T @ modes)**2, axis=0)

# curvature along each true rigid motion comes from the slab field alone
vectors = rigid_vectors(ads)
centre = ads.reshape(3, 3) - centred(ads)
step = 1e-3
curvatures = []
for k in range(6):
    axis = np.eye(3)[k % 3]

    def moved_energy(s):
        if k < 3:
            x = ads + s * np.tile(axis, 3)
        else:
            x = (centre + Rotation.from_rotvec(s * axis).apply(centred(ads))).ravel()
        return external(x)[0]
    direct = (moved_energy(step) - 2 * moved_energy(0.0) + moved_energy(-step)) / step**2
    from_hessian = vectors[:, k] @ hess_ads @ vectors[:, k]
    assert abs(direct - from_hessian) < 1e-5
    curvatures.append(direct)

# ---------- what projection does ----------
P = np.eye(9) - T @ T.T
lam_proj_all = np.linalg.eigvalsh(P @ d_ads @ P)
mu = lam_proj_all[6:]
assert np.max(np.abs(lam_proj_all[:6])) < 1e-9
assert np.all(lam[:3] <= mu + 1e-9) and np.all(mu <= lam[6:] + 1e-9)
lost = np.linalg.slogdet(T.T @ np.linalg.inv(d_ads) @ T)[1]
assert abs(np.sum(np.log(lam)) - np.sum(np.log(mu)) + lost) < 1e-8

# ---------- vibrational free energy ----------
quanta, quanta_proj, quanta_gas = (HW * np.sqrt(v) for v in (lam, mu, lam_gas[6:]))


def free_energy(quantum, temp):
    kt = KB * temp
    return np.sum(quantum / 2 + kt * np.log1p(-np.exp(-quantum / kt)))


kt = KB * temperature
ladder = quanta[0] * (np.arange(4000) + 0.5)
assert abs(-kt * logsumexp(-ladder / kt) - free_energy(quanta[0], temperature)) < 1e-10
threshold = brentq(lambda x: free_energy(x * kt, temperature), 0.1, 3)
assert abs(threshold - 2 * np.arcsinh(0.5)) < 1e-9


def missing(temp):
    return free_energy(quanta, temp) - free_energy(quanta_proj, temp)


missing_zpe = (quanta.sum() - quanta_proj.sum()) / 2
cancel_temp = brentq(missing, 30, temperature)

# frustrated translation solved as a periodic quantum problem
n = np.arange(-150, 151)
h_x = np.diag(HBAR2_PER_U * (wave * n)**2 / (2 * mass.sum()) + corr_x / 2)
h_x -= corr_x / 4 * (np.eye(n.size, k=1) + np.eye(n.size, k=-1))
levels_x = np.linalg.eigvalsh(h_x)
gap_x = levels_x[1] - levels_x[0]
harm_x = HW * np.sqrt(curvatures[0] / mass.sum())
f_x_exact = -kt * logsumexp(-levels_x / kt)
f_x_harm = free_energy(harm_x, temperature)
assert abs(gap_x / harm_x - 1) < 0.03
assert abs(f_x_exact - f_x_harm) < 0.002

# ---------- adsorption volume from modes ----------
r_gas = centred(gas)
inertia = np.linalg.eigvalsh(sum(m * (r @ r * np.eye(3) - np.outer(r, r))
                                 for m, r in zip(mass, r_gas)))


def ln_volume(q_ads, q_gas, energy, temp, classical=False):
    beta = 1 / (KB * temp)

    def ln_q(quantum):
        x = quantum * beta
        return np.sum(-np.log(x) if classical else -x / 2 - np.log1p(-np.exp(-x)))
    ln_trans = 1.5 * np.log(mass.sum() / (2 * np.pi * HBAR2_PER_U * beta))
    ln_rot = (0.5 * np.log(np.pi) - np.log(2)
              + 1.5 * np.log(2 / (HBAR2_PER_U * beta)) + 0.5 * np.log(np.prod(inertia)))
    return -energy * beta + ln_q(q_ads) - ln_q(q_gas) - ln_trans - ln_rot


# ---------- adsorption volume from its definition, no normal modes ----------
# Euler angles: polar angle and azimuth of the H-H axis, then spin about it.
cos_t, weight_t = np.polynomial.legendre.leggauss(96)
turn = 2 * np.pi * np.arange(128) / 128
c = cos_t[:, None, None]
s = np.sqrt(1 - c**2)
phi, psi = turn[None, :, None], turn[None, None, :]
b_y = -np.cos(psi) * c * np.sin(phi) + np.sin(psi) * np.cos(phi)
b_z = np.cos(psi) * s + 0 * phi
n_y, n_z = s * np.sin(phi), c
y1, y2 = half_h * b_y + half_w * n_y, half_h * b_y - half_w * n_y
z1, z2 = half_h * b_z + half_w * n_z, half_h * b_z - half_w * n_z
push = np.exp(-decay * z1) + np.exp(-decay * z2)
amplitude = np.abs(corr_y / 2 + corr_h / 2 * (np.exp(1j * wave * y1)
                                              + np.exp(1j * wave * y2)))
ln_measure = np.log(weight_t)[:, None, None] + 2 * np.log(turn[1])


def ln_volume_integral(temp):
    """Rigid molecule, classical integral over position in one cell and orientation."""
    b = 1 / (KB * temp)
    z = np.linspace(-1.2, 4.0, 2601)
    grid = np.linspace(push.min(), push.max(), 300)
    morse = well * ((1 - np.exp(-steep * z))**2 - 1)
    energy = morse + repulsion * grid[:, None] * np.exp(-decay * z)
    ln_z = CubicSpline(grid, logsumexp(-energy * b, axis=1) + np.log(z[1] - z[0]))(push)
    ln_y = (np.log(cell) - b * (corr_y / 2 + corr_h - amplitude)
            + np.log(i0e(b * amplitude)))
    ln_x = np.log(cell) + np.log(i0e(b * corr_x / 2))
    exponent = ln_z + ln_y + ln_measure
    top = exponent.max()
    return ln_x + top + np.log(np.exp(exponent - top).sum()) - np.log(8 * np.pi**2)


# nearly rigid molecule: internal springs a thousand times stiffer
STIFF = 1000.0
ads_stiff = relax(STIFF)
e_stiff, _, h_stiff = total(ads_stiff, STIFF)
q_stiff = HW * np.sqrt(np.linalg.eigvalsh(weighted(h_stiff)))
q_stiff_gas = HW * np.sqrt(STIFF * lam_gas[6:])


def ln_anharmonic(temp):
    return ln_volume_integral(temp) - ln_volume(q_stiff, q_stiff_gas, e_stiff, temp, True)


dev20, dev40 = ln_anharmonic(20.0), ln_anharmonic(40.0)
assert abs(dev20) < 0.1
assert abs(2 * dev20 - dev40) < 0.01     # leading anharmonic error is linear in T

ln_k_full = ln_volume(quanta, quanta_gas, e_ads, temperature)
ln_k_proj = ln_volume(quanta_proj, quanta_gas, e_ads, temperature)
ln_k_int = ln_volume_integral(temperature)
assert abs(ln_k_full - ln_k_int) < abs(ln_k_proj - ln_k_int)
assert abs(ln_k_full - ln_k_proj + missing(temperature) / kt) < 1e-9
ln_anh = ln_anharmonic(temperature)


def half_pressure(ln_k):
    return const.k * temperature / (np.exp(ln_k) * 1e-30) / TORR


def coverage(ln_k):
    return 1 / (1 + half_pressure(ln_k) / pressure_torr)


# ---------- slab motion: field carried by one surface atom ----------
carry = np.hstack([np.eye(9), -np.tile(np.eye(3), (3, 1))])
mass12 = np.append(mass9, [slab_mass] * 3)
scale12 = np.sqrt(np.outer(mass12, mass12))
joint = carry.T @ hess_ads @ carry
lam_free = np.linalg.eigvalsh(joint / scale12)
assert np.max(np.abs(lam_free[:3])) < 1e-9 and lam_free[3] > 1e-3
joint[9:, 9:] += slab_spring * np.eye(3)
lam_joint = np.linalg.eigvalsh(joint / scale12)
lam_slab = np.full(3, slab_spring / slab_mass)
assert abs(np.log(lam_joint).sum() - np.log(lam).sum() - np.log(lam_slab).sum()) < 1e-8
slab_shift = (free_energy(HW * np.sqrt(lam_joint), temperature)
              - free_energy(quanta, temperature)
              - free_energy(HW * np.sqrt(lam_slab), temperature))

# ---------- hopping, turning, neighbour repulsion ----------
saddle = ads + cell / 2 * np.tile([1.0, 0, 0], 3)
e_saddle, g_saddle, h_saddle = total(saddle)
lam_saddle = np.linalg.eigvalsh(weighted(h_saddle))
assert np.max(np.abs(g_saddle)) < 1e-8 and np.sum(lam_saddle < 0) == 1
tunnel_temp = HW * np.sqrt(-lam_saddle[0]) / (2 * np.pi * KB)
quarter = Rotation.from_rotvec([0, 0, np.pi / 2]).apply(centred(ads))
turn_barrier = external((centre + quarter).ravel())[0] - external(ads)[0]
i, j = np.meshgrid(np.arange(-200, 201), np.arange(-200, 201))
dist2 = (i**2 + j**2).astype(float)
lattice_sum = np.sum(dist2[dist2 > 0]**-1.5)
dipole = dipole_debye * 1e-21 / const.c
repel_full = (dipole**2 * lattice_sum
              / (4 * np.pi * const.epsilon_0 * (cell * 1e-10)**3) / const.e)


def row(values, digits):
    return ' '.join(f'{v:.{digits}f}' for v in values)


print(f'masses O, H: {mass[0]:.3f}, {mass[1]:.3f} u')
print(f'bond length: {bond/10:.3f} nm; angle: {np.rad2deg(angle):.1f} deg')
print(f'bond spring: {k_bond*100:.0f} eV/nm2; angle spring: {k_angle:.1f} eV/rad2')
print(f'O Morse depth: {well:.2f} eV; steepness: {steep*10:.0f} 1/nm')
print(f'O Morse minimum height: {height/10:.2f} nm; cell side: {cell/10:.2f} nm')
print(f'O corrugation x, y: {corr_x:.2f}, {corr_y:.2f} eV')
print(f'H corrugation y: {corr_h:.2f} eV')
print(f'H repulsion at Morse height: {repulsion:.2f} eV; decay: {decay*10:.0f} 1/nm')
print(f'temperature: {temperature:.0f} K; kT: {kt:.5f} eV')
print(f'pressure: {pressure_torr:.2f} Torr')
print(f'relaxed O height: {ads[2]/10:.5f} nm')
print(f'adsorption energy without vibrations: {e_ads:.4f} eV')
print('gas wavenumbers (cm^-1):', row(CM*np.sqrt(lam_gas[6:]), 1))
print('adsorbed, lowest six (cm^-1):', row(CM*np.sqrt(lam[:6]), 1))
print('adsorbed, top three (cm^-1):', row(CM*np.sqrt(lam[6:]), 1))
print('rigid share, lowest six:', row(rigid_share[:6], 5))
print('rigid share, top three:', row(rigid_share[6:], 5))
print('left by projection (cm^-1):', row(CM*np.sqrt(mu), 1))
print('shift curvatures x y z (eV/nm2):', row(100*np.array(curvatures[:3]), 2))
print('turn curvatures x y z (eV/rad2):', row(curvatures[3:], 4))
print('mode free energies, lowest six (eV):',
      row([free_energy(v, temperature) for v in quanta[:6]], 4))
print(f'sign-change ratio quantum/kT: {threshold:.4f}')
print(f'sign-change wavenumber at {temperature:.0f} K: {threshold*kt/HW*CM:.1f} cm^-1')
print(f'omitted zero-point energy: {missing_zpe:.4f} eV')
print(f'omitted thermal part: {missing(temperature)-missing_zpe:.4f} eV')
for temp in (300.0, temperature, 600.0):
    print(f'omitted free energy at {temp:.0f} K: {missing(temp):.4f} eV')
print(f'accidental cancellation temperature: {cancel_temp:.1f} K')
print(f'x translation gap, periodic quantum: {gap_x*1000:.3f} meV')
print(f'x translation quantum, harmonic: {harm_x*1000:.3f} meV')
print(f'x free energy, periodic / harmonic: {f_x_exact:.5f} / {f_x_harm:.5f} eV')
print(f'ln(integral/all-mode K) at 20 K, 40 K: {dev20:.5f}, {dev40:.5f}')
print(f'same, extrapolated to 0 K: {2*dev20-dev40:.5f}')
print(f'K, all nine modes: {np.exp(ln_k_full)/1000:.4g} nm3')
print(f'K, six projected out: {np.exp(ln_k_proj)/1000:.4g} nm3')
print(f'K, classical rigid integral: {np.exp(ln_k_int)/1000:.4g} nm3')
print(f'K ratio, nine modes / projected: {np.exp(ln_k_full-ln_k_proj):.2f}')
print(f'half-coverage pressure, nine modes: {half_pressure(ln_k_full):.4g} Torr')
print(f'half-coverage pressure, projected: {half_pressure(ln_k_proj):.4g} Torr')
print(f'coverage, nine modes: {coverage(ln_k_full):.5f}')
print(f'coverage, projected: {coverage(ln_k_proj):.5f}')
print(f'anharmonic factor in K: {np.exp(ln_anh):.3f}')
print(f'anharmonic free-energy shift: {-kt*ln_anh:.4f} eV')
print(f'coverage, nine modes with anharmonic factor: {coverage(ln_k_full+ln_anh):.5f}')
print(f'surface atom: {slab_mass:.0f} u, spring {slab_spring*100:.0f} eV/nm2')
print(f'lowest joint wavenumber: {CM*np.sqrt(lam_joint[0]):.1f} cm^-1')
print(f'slab-motion free-energy shift: {slab_shift*1000:.3f} meV')
print(f'hop barrier along x: {e_saddle-e_ads:.3f} eV = {(e_saddle-e_ads)/kt:.1f} kT')
print(f'unrelaxed quarter-turn barrier: {turn_barrier:.4f} eV = {turn_barrier/kt:.2f} kT')
print(f'tunnelling crossover temperature: {tunnel_temp:.1f} K')
print(f'rough dipole: {dipole_debye:.1f} D; full-layer repulsion: {repel_full:.4f} eV')
print(f'repulsion at nine-mode coverage: {repel_full*coverage(ln_k_full):.5f} eV')
print('success')
```

Output:

```
masses O, H: 15.999, 1.008 u
bond length: 0.096 nm; angle: 104.5 deg
bond spring: 5000 eV/nm2; angle spring: 4.2 eV/rad2
O Morse depth: 1.00 eV; steepness: 15 1/nm
O Morse minimum height: 0.20 nm; cell side: 0.50 nm
O corrugation x, y: 0.50, 0.50 eV
H corrugation y: 0.30 eV
H repulsion at Morse height: 0.15 eV; decay: 20 1/nm
temperature: 450 K; kT: 0.03878 eV
pressure: 0.10 Torr
relaxed O height: 0.20410 nm
adsorption energy without vibrations: -0.9117 eV
gas wavenumbers (cm^-1): 1625.4 3759.9 3814.6
adsorbed, lowest six (cm^-1): 76.9 97.7 211.9 247.6 252.8 322.7
adsorbed, top three (cm^-1): 1636.3 3763.8 3815.5
rigid share, lowest six: 1.00000 1.00000 1.00000 1.00000 1.00000 1.00000
rigid share, top three: 0.00000 0.00000 0.00000
left by projection (cm^-1): 1636.3 3763.8 3815.5
shift curvatures x y z (eV/nm2): 39.48 86.85 406.28
turn curvatures x y z (eV/rad2): 0.2337 0.2941 0.2703
mode free energies, lowest six (eV): -0.0543 -0.0450 -0.0144 -0.0080 -0.0072 0.0029
sign-change ratio quantum/kT: 0.9624
sign-change wavenumber at 450 K: 301.0 cm^-1
omitted zero-point energy: 0.0750 eV
omitted thermal part: -0.2009 eV
omitted free energy at 300 K: -0.0172 eV
omitted free energy at 450 K: -0.1260 eV
omitted free energy at 600 K: -0.2600 eV
accidental cancellation temperature: 271.3 K
x translation gap, periodic quantum: 9.525 meV
x translation quantum, harmonic: 9.571 meV
x free energy, periodic / harmonic: -0.05499 / -0.05416 eV
ln(integral/all-mode K) at 20 K, 40 K: 0.00523, 0.01127
same, extrapolated to 0 K: -0.00080
K, all nine modes: 3.708e+04 nm3
K, six projected out: 1440 nm3
K, classical rigid integral: 5.134e+04 nm3
K ratio, nine modes / projected: 25.74
half-coverage pressure, nine modes: 1.257 Torr
half-coverage pressure, projected: 32.35 Torr
coverage, nine modes: 0.07371
coverage, projected: 0.00308
anharmonic factor in K: 1.228
anharmonic free-energy shift: -0.0079 eV
coverage, nine modes with anharmonic factor: 0.08899
surface atom: 27 u, spring 1000 eV/nm2
lowest joint wavenumber: 75.4 cm^-1
slab-motion free-energy shift: 0.861 meV
hop barrier along x: 0.500 eV = 12.9 kT
unrelaxed quarter-turn barrier: 0.1253 eV = 3.23 kT
tunnelling crossover temperature: 17.7 K
rough dipole: 1.9 D; full-layer repulsion: 0.1623 eV
repulsion at nine-mode coverage: 0.01197 eV
success
```
